# How tightly to converge a step energy for spiral-growth predictions

## The decision

A surface step energy is to be computed from periodic slabs, and the self-consistency energy tolerance must be chosen. If the purpose is to predict the terrace width of a growth spiral whose dislocation emits a single step, the choice follows from three links: how an energy error enters the step energy $\gamma$, how $\gamma$ sets the critical radius $\rho_c$, and how $\rho_c$ sets the distance $\lambda$ between spiral arms. The last link is

$$\lambda=\frac{2\pi}{\omega}\rho_c,\qquad \omega\simeq0.331,\qquad \lambda\simeq19\,\rho_c .$$

At fixed supersaturation a five per cent error in $\gamma$ is a five per cent error in $\lambda$. The number $\omega$ comes from a boundary-value problem that can be solved far more accurately than any step energy, so it need not use up any of the error budget.

## From step energy to critical radius

Let $\gamma$ be the free energy per length of an isotropic step, $a$ the surface area per atom, and $\Delta\mu>0$ the free energy gained when one atom joins the crystal at a straight step. Curvature $\kappa$ is positive for a convex step advancing outward. Pushing an arc of length $\ell$ outward by a small distance $\delta$ adds the area $\ell\delta$ and lengthens the arc by $\kappa\ell\delta$. One added atom therefore costs $a\gamma\kappa$ in step energy, and the net gain is $\Delta\mu-a\gamma\kappa$. With a normal speed proportional to this gain, with coefficient $K$,

$$V=K(\Delta\mu-a\gamma\kappa)=v_\infty(1-\rho_c\kappa),\qquad v_\infty=K\Delta\mu,\quad \rho_c=\frac{a\gamma}{\Delta\mu}.$$

A circular island of radius $\rho_c$ neither grows nor shrinks. The proportionality is meant for small supersaturation, $\Delta\mu\ll k_{\mathrm B}T$; attachment and detachment rates are related by a Boltzmann factor, which is linear only in this limit. The law is local: arms do not compete for diffusing atoms. Strain at the dislocation core is also left out.

From here on, length is in units of $\rho_c$ and time in units of $\rho_c/v_\infty$, so $V=1-\kappa$. A physical angular frequency is $\Omega=\omega v_\infty/\rho_c$.

## The equation of a rotating step

The step ends at a fixed dislocation point, $r=0$. A rigidly rotating step has polar angle $\theta=\omega t-\phi(r)$. Define $\psi=r\phi'$, where the prime means $d/dr$. Along the curve the tangent is $\hat{\mathbf r}-\psi\hat{\boldsymbol\theta}$, so the unit normal on the advancing side is

$$\mathbf n=\frac{\psi\hat{\mathbf r}+\hat{\boldsymbol\theta}}{\sqrt{1+\psi^2}} .$$

A point of the curve at fixed $r$ moves with velocity $\omega r\hat{\boldsymbol\theta}$. Its normal component is $V=\omega r/\sqrt{1+\psi^2}$.

The curvature is the divergence of $\mathbf n$, extended over the plane by rotating the curve. Its components do not depend on $\theta$, so only the radial one contributes. With $s=\psi/\sqrt{1+\psi^2}$,

$$\kappa=\frac1r(rs)'=s'+\frac sr .$$

For a circle about the origin $s=1$ and $\kappa=1/r$, which confirms the sign. Since $1/\sqrt{1+\psi^2}=\sqrt{1-s^2}$, the law $V=1-\kappa$ becomes

$$s'=1-\frac sr-\omega r\sqrt{1-s^2}. \tag{1}$$

For the outer region $\psi$ is more convenient. Differentiation gives $s'=\psi'/(1+\psi^2)^{3/2}$. Inserting this in (1) and multiplying by $(1+\psi^2)^{3/2}$ yields

$$\psi'=(1+\psi^2)\,g,\qquad g=\sqrt{1+\psi^2}-\frac{\psi}{r}-\omega r. \tag{2}$$

The equation is of first order, but two conditions are imposed: regularity at the centre and continuation to infinity. The extra condition fixes $\omega$.

## The centre

Multiplying (1) by $r$ gives

$$(rs)'=r-\omega r^2\sqrt{1-s^2}. \tag{3}$$

Integration from the centre allows a constant $C$ in $rs$. It must vanish, because $s=C/r$ would diverge. The leading term is then $s=r/2$, so $\sqrt{1-s^2}=1-r^2/8+O(r^3)$. Substitution in (3), integration and division by $r$ give

$$s=\frac r2-\frac{\omega r^2}{3}+\frac{\omega r^4}{40}+O(r^5). \tag{4}$$

From (1), $\kappa=1-\omega r\sqrt{1-s^2}$, hence $\kappa(0)=1$. The pinned end does not move, so its radius of curvature must be the critical radius.

The case $\omega=0$ is solvable: (3) gives $s=r/2$ and $\kappa=1$ everywhere. The curve is a unit circle through the dislocation. It turns back at $r=2$, one diameter away, and never becomes a spiral.

## The far arms

Divide (2) by $1+\psi^2$ and rearrange:

$$\sqrt{1+\psi^2}-\frac{\psi'}{1+\psi^2}-\frac\psi r=\omega r .$$

Insert $\psi=\omega r+c_0+c_1/r+c_2/r^2+\dots$ and use $\sqrt{1+\psi^2}=\psi+1/(2\psi)+O(\psi^{-3})$. The terms of order $r^0$ give $c_0-\omega=0$. Those of order $r^{-1}$ give $c_1+1/(2\omega)-c_0=0$. At order $r^{-2}$, $1/(2\psi)$ contributes $-c_0/(2\omega^2)=-1/(2\omega)$ and the derivative term contributes $-1/\omega$, so $c_2-3/(2\omega)-c_1=0$. Therefore

$$\psi=\omega r+\omega+\frac{\omega-1/(2\omega)}r+\frac{\omega+1/\omega}{r^2}+O(r^{-3}). \tag{5}$$

Neighbouring arms on a ray differ by $2\pi$ in $\phi$. Since $\phi'=\psi/r=\omega(1+1/r)+O(r^{-2})$, a gap centred at a large radius $\bar r$ is approximately

$$\frac{2\pi}{\omega(1+1/\bar r)}=\frac{\lambda}{1+1/\bar r}. \tag{6}$$

The arms move outward at radial speed $\omega/\phi'\simeq1-1/r$, the speed of a circular step of that radius. Inner arms are slower and lie closer together. The value $\lambda=2\pi/\omega$ is thus the limit of large radius.

## Why there is one frequency

Start from (4) with a trial $\omega$. Two failures are possible: $s$ reaches 1, so the curve turns back, or $s$ falls to 0, so the winding angle stops increasing.

**A safe bracket.** Before failure, $0\le\sqrt{1-s^2}\le1$. Integrating (3) with these bounds gives

$$\frac r2-\frac{\omega r^2}{3}\le s\le\frac r2 .$$

The lower bound peaks at $r=3/(4\omega)$ with value $3/(16\omega)$, and is positive up to there. If $\omega\le3/16$, the curve must turn back. For the other side take $r\le1$. Then $s\le1/2$ and $\sqrt{1-s^2}\ge\sqrt3/2$, so (3) gives $rs\le r^2/2-\omega r^3/(2\sqrt3)$. This bound vanishes at $r=\sqrt3/\omega$, which lies within $r\le1$ if $\omega\ge\sqrt3$. Such a solution must fall to zero.

**Existence.** Each failure survives a small change of $\omega$. At a first arrival at $s=0$, (1) gives $s'=1-\omega r\le0$. Equality is excluded: differentiating (1) would then give $s''=-\omega<0$, a maximum, and $s$ would have been negative just before. The crossing thus has nonzero slope. At $s=1$, the bound $s\le r/2$ implies $r\ge2$, so $s'=1-1/r\ge1/2$. By continuity the slope stays positive close to this point, and nearby solutions also rise to 1. The two sets of failing frequencies are therefore open, disjoint and nonempty. They cannot fill the connected interval between the brackets, so some $\omega$ gives a solution with $0<s<1$ at all radii.

**The survivor is a spiral.** Let $r>2$ and $\omega r>1$. As a function of $\psi$, $g$ is convex, negative at $\psi=0$ and positive for large $\psi$, so it has one positive zero $\Psi(r)$. Differentiating $g(\Psi,r)=0$ gives $g_\psi\Psi'=\omega-\Psi/r^2$, with $g_\psi>0$ at this zero. At $\psi=\omega r^2$ one has $g=\sqrt{1+\omega^2r^4}-2\omega r>0$ for $r\ge2$. Hence $\Psi<\omega r^2$, and $\Psi$ increases with $r$.

A solution that drops below $\Psi$ decreases and stays below. Since $\psi$ is then bounded, $g\to-\infty$ and $\psi$ reaches zero. A survivor thus has $\psi\ge\Psi$. Moreover $\sqrt{1+\Psi^2}=\omega r+\Psi/r\ge\omega r$, so $\Psi\ge\sqrt{\omega^2r^2-1}$.

Suppose instead that $\psi\ge(1+\delta)\omega r$ at some very large $r$, with $\delta>0$. Then

$$g\ge\psi\left(1-\frac1r-\frac1{1+\delta}\right)\ge c\,\psi,\qquad c>0,$$

and $\psi'\ge c\psi^3$. This keeps $\psi$ above the line, and $\psi^{-2}$ falls at a rate of at least $2c$, so $\psi$ diverges at a finite radius. A survivor therefore obeys $\psi/(\omega r)\to1$.

**Uniqueness.** Take $\omega_1<\omega_2$. By (4), $\psi_1>\psi_2$ near the centre. At a first contact, (2) would give $\psi_1'-\psi_2'=(1+\psi^2)(\omega_2-\omega_1)r>0$, whereas contact from above needs a difference that is not positive. So $\psi_1>\psi_2$ wherever both exist. Two survivors would have $\psi_1/\psi_2\to\omega_1/\omega_2<1$, a contradiction.

The same comparison orders the failures. Below the unique frequency the solution lies above the survivor and must turn back; above it, the solution must fall to zero. Bisection on the type of failure therefore converges to the right value.

## Shooting, and its limit

The procedure is short:

1. Start at a small radius with (4) and integrate (1) outward.
2. If $s$ reaches 1, raise the lower limit of $\omega$ to the trial value. If $s$ reaches 0, lower the upper limit.
3. Halve the bracket until $\omega$ is accurate enough.
4. Obtain the outer profile by integrating (2) inward from a large radius.

The last step is needed because a small deviation obeys $\delta\psi'=J\delta\psi$, with

$$J=2\psi g+(1+\psi^2)\left(\frac{\psi}{\sqrt{1+\psi^2}}-\frac1r\right).$$

On the spiral $2\psi g=2\psi\psi'/(1+\psi^2)$ is small at large $r$, and the second term tends to $\psi^2$. Thus $J\simeq\omega^2r^2$, and the exponent of the accumulated growth is $\omega^2r^3/3$ to leading order. This instability makes the failure test sharp, but it ruins the outward profile. Inward integration turns the growth into decay, and even the crude starting value $\psi=\omega r$ is forgotten. At $r=80$ the computed ratio $J/(\omega r)^2$ is 1.012.

The numerical output shows the bisection at work. The trial $\omega=0.3806$ falls to zero at $r=4.35$, while 0.2840 turns back at $r=3.04$. These trials lie almost equally far from the threshold, so the two kinds of failure occur at different radii, and failure radii need not grow steadily during bisection. After 46 halvings,

$$\omega=0.330958,\qquad \lambda/\rho_c=\frac{2\pi}{0.330958}=18.985 .$$

A second determination imposes the far condition at $r=30$, integrates inward, and matches the central solution at $r=2$. The two frequencies differ by $2.6\times10^{-12}$.

The velocity law was also tested on the curve in Cartesian coordinates. At $r=2$, finite differences give $\kappa=0.48346$ and $V=0.51654$, which add up to 1. The Archimedean curve $\phi=r/2$ with $\omega=1/2$ has the right central curvature, but at $r=2$ it has $V=0.707$ where the law demands 0.470. Its spacing, $4\pi=12.566$, is 34 per cent below the correct one. No tightening of the electronic-structure calculation would repair that error.

## Does a real step reach this state?

The boundary-value problem presupposes rigid rotation. To examine that, let $\theta(r,t)$ be free and set $\psi=-r\,\partial\theta/\partial r$. The normal speed is $r\,\partial_t\theta/\sqrt{1+\psi^2}$, so

$$\frac{\partial\theta}{\partial t}=\frac{\sqrt{1+\psi^2}}r(1-\kappa).$$

An initially straight radial step was evolved inside a circular wall of radius 8, which the step meets at a right angle. Between times 60 and 80 its rotation rate is uniform over the radius to $10^{-10}$. The rate is 0.330999 with 100 radial cells and 0.330968 with 200. For an error proportional to the square of the cell size, the extrapolated value is

$$\frac{4(0.330968)-0.330999}{3}=0.330958 .$$

Inside the wall, the straight step thus settles into rigid rotation at the calculated frequency, to the digits shown. The wall imposes $s=0$ at $r=8$, so the exact rotating state is the solution that falls to zero at that radius; its frequency exceeds $\omega$ by only about $3\times10^{-8}$. The wall radius is less than half the arm spacing, so the run does not test how the outer arms form. It also covers only one initial shape and is not a proof of stability against every disturbance.

## A worked spiral

Take round model parameters: $\rho_c=10$ nm, $v_\infty=2$ nm/s and step height $h=0.3$ nm. Then

$$\Omega=0.330958\times\frac{2}{10}=0.06619\ \text{rad/s},\qquad T=\frac{2\pi}{\Omega}=94.9\ \text{s},$$

$$\lambda=18.985\times10=189.8\ \text{nm}.$$

Each turn adds one layer, so the vertical growth rate is $H=h/T=0.3/94.924=0.00316$ nm/s. The asymptotic mean slope is $h/\lambda=0.3/189.848=0.00158$. Multiplying the slope by $v_\infty$ gives $H$ again, as it must for a steady train of steps.

On the ray tangent to the step at the centre, the first arm lies at $17.01\,\rho_c=170$ nm, which is 10 per cent less than $\lambda$. The gap between the fifth and sixth arms is $18.80\,\rho_c=188$ nm, within 1 per cent of $\lambda$, and (6) also gives 18.80. On other rays the first arm lies at a different distance. A comparison with an image of the first few turns should therefore use distances computed along the same ray, rather than $\lambda$.

## Choosing the energy tolerance

Let a stepped cell of energy $E_s$ contain $n$ equivalent steps of length $L$. Subtract reference energies $E_j$ with weights $m_j$ that balance the atoms and the flat surface area:

$$\gamma=\frac{E_s-\sum_jm_jE_j}{nL}.$$

Energies are in hartree and lengths in bohr. If each total energy has an error of at most $\eta$, the worst case is that all errors add:

$$|\delta\gamma|\le\frac{M\eta}{nL},\qquad M=1+\sum_j|m_j| .$$

Since $\lambda=(2\pi/\omega)a\gamma/\Delta\mu$, the relative errors of $\lambda$ and $\gamma$ are equal at fixed $a$ and $\Delta\mu$. To keep this part of the error below a fraction $\varepsilon$, require

$$\eta\le\frac{\varepsilon\,\gamma nL}{M}. \tag{7}$$

The scale is the total step energy in the cell, $\gamma nL$, not the much larger total energy.

The self-consistency tolerance $\tau$ usually limits the last energy change, not the remaining error. Suppose that successive changes shrink at least by a factor $q<1$ per cycle. After a last change no larger than $\tau$, the remaining error is at most

$$\tau(q+q^2+\dots)=\frac{q\tau}{1-q},\qquad\text{so choose}\qquad \tau\le\frac{1-q}{q}\,\eta. \tag{8}$$

For $q=1/2$ this means $\tau\le\eta$; for slow convergence with $q=0.9$ it means $\tau\le\eta/9$. If the tolerance is stated per atom, divide the permitted $\tau$ by the number of atoms in the cell.

In practice:

- Get a rough $\gamma$ with a loose setting, take $q$ as the largest ratio of successive energy changes in the last few cycles, but not less than $1/2$, and apply (7) and (8). The lower limit matters when all these ratios are unusually small, which accelerated convergence can produce. A $q$ read from past cycles is an estimate, not a guarantee: later ratios can be larger, especially early in a run, so leave a margin. If the changes do not shrink regularly, (8) does not apply; tighten $\tau$ until $\gamma$ is steady within the budget. Regular shrinking is not sufficient either, because the iteration can first approach a saddle point or a higher electronic state. For H$_2$ stretched to 2 Å, a spin-unrestricted Hartree–Fock run started almost spin-symmetric shows changes falling regularly to about $10^{-9}$ hartree while the energy is still 0.085 hartree above the final solution. Confirm separately that all cells have reached the intended state, including its magnetic order.
- Give self-consistency a small share of $\varepsilon$. The basis, the Brillouin-zone sampling, the slab thickness and the interaction between steps need their own shares, and a smaller $\tau$ does not reduce their errors.
- If $\Delta\mu$ is computed as well, budget its relative error too, since $\lambda\propto\gamma/\Delta\mu$.

In the worked spiral, $\varepsilon=0.05$ lets $\lambda$ range from 180 to 199 nm. At fixed $v_\infty$ the growth rate varies as $1/\gamma$, and thus from 0.00301 to 0.00333 nm/s. Further tightening is worthwhile only if the question asked can distinguish such values.

## When the guidance fails

A converged total-energy difference is a static energy within the chosen density functional. It omits vibrations and the entropy of kinks, whereas $\gamma$ above is a free energy, and convergence does not remove the error of the functional. If $\gamma$ depends strongly on step direction, one radius no longer describes the step. If only $K$ does, the critical radius is unchanged but the rotation rate is not. In either case the factor 19 does not carry over. The same holds if arms compete for diffusing atoms, or if $\Delta\mu$ is not small compared with $k_{\mathrm B}T$. If one dislocation emits $m$ equally spaced steps, the far terraces have width $\lambda/m$ instead of $\lambda$. A nearby second dislocation can also change the rotation rate and the spacing, whereas a distant one need not. For two dislocations of like sign at distance $d$, the phase difference of the far arms varies by about $2\omega d$, so the arms can interleave without meeting, and roughly halve the terrace width, up to $d\simeq\lambda/2\simeq9.5\,\rho_c$. Direction dependence, competition for atoms and large supersaturation require a different velocity law; a close second dislocation requires a calculation with both step sources. A tighter energy tolerance cannot replace these changes.

## Table of computed values

```
Lower bracket omega: 0.1875  turns back at r = 2.4451 rho_c
Upper bracket omega: 1.732051  s = 0 at r = 0.8684 rho_c
omega = 0 circle turns back at r = 2.0 rho_c
Bisection  1: omega = 0.9597754038, s = 0 at r = 1.577 rho_c
Bisection  2: omega = 0.5736377019, s = 0 at r = 2.693 rho_c
Bisection  3: omega = 0.3805688509, s = 0 at r = 4.350 rho_c
Bisection  4: omega = 0.2840344255, turns back at r = 3.043 rho_c
Bisection 10: omega = 0.3307932878, turns back at r = 5.277 rho_c
Bisection 20: omega = 0.3309567906, turns back at r = 6.420 rho_c
Bisection 30: omega = 0.3309580608, s = 0 at r = 8.508 rho_c
Bisection 40: omega = 0.3309580602, turns back at r = 8.496 rho_c
Number of bisections: 46, final bracket width: 2.2e-14
omega by shooting = 0.330958060 v_inf/rho_c
Asymptotic arm spacing = 18.984838 rho_c
omega by two-sided matching at r = 2.0 rho_c: 0.330958060
Difference of the two determinations: 2.6e-12
psi at r = 80 rho_c: 26.793368, three-term expansion: 26.792855
Remainder times r^2: 3.279, predicted limit: 3.352
Deviation growth rate / (omega r)^2 at r = 80 rho_c: 1.0120
r = 0.5 rho_c: psi = 0.22860, kappa = 0.83868 /rho_c, V = 0.16132 v_inf
r = 2.0 rho_c: psi = 0.80132, kappa = 0.48346 /rho_c, V = 0.51654 v_inf
r = 5.0 rho_c: psi = 1.84957, kappa = 0.21298 /rho_c, V = 0.78702 v_inf
Archimedean guess at r = 2 rho_c: V = 0.7071, 1 - kappa = 0.4697 v_inf
Archimedean arm spacing: 12.5664 rho_c
psi at r = 6 rho_c: outward 2.19295, inward 2.19295
Arm 1: r = 17.013 rho_c, gap to previous = 17.013 rho_c
Arm 2: r = 35.363 rho_c, gap to previous = 18.349 rho_c
Arm 3: r = 53.958 rho_c, gap to previous = 18.595 rho_c
Arm 4: r = 72.661 rho_c, gap to previous = 18.703 rho_c
Arm 5: r = 91.426 rho_c, gap to previous = 18.765 rho_c
Arm 6: r = 110.230 rho_c, gap to previous = 18.804 rho_c
Last gap from spacing/(1+1/r): 18.798 rho_c
Time evolution: wall radius 8 rho_c, rate from t = 60 to 80 rho_c/v_inf
Rotation rate, 100 cells: 0.330999, 200 cells: 0.330968 v_inf/rho_c
Extrapolated rotation rate: 0.330958 v_inf/rho_c
Spread of the rate over radius (200 cells): 1.0e-10
Model: rho_c = 10.0 nm, v_inf = 2.0 nm/s, step height = 0.3 nm
Angular frequency = 0.066192 rad/s, period = 94.924 s
Asymptotic arm spacing = 189.848 nm
Vertical growth rate = 0.003160 nm/s
Asymptotic mean slope = 0.001580 (dimensionless)
```
